# Mass redistribution by ion impact: cos 2θ and roughening beyond 45°: a numerical check

```python
"""
Ion-induced mass redistribution on a surface z = h(x,y,t).
Result under test:  h_t = S_x h_xx + S_y h_yy,
    S_x = Omega J delta cos(2 theta),  S_y = Omega J delta cos(theta)^2.
theta: incidence angle from the mean normal; x: projected beam direction;
J: ion flux per area normal to the beam; Omega: atomic volume;
delta: sum of atomic displacements along the beam per ion.
Positive S smooths, negative S roughens.  Lengths in nm, times in s.
Displaced atoms change the height at their nearest surface point.
Erosion, viscous flow and film stress are sized as neglected effects.
"""
import numpy as np
from scipy.constants import e as charge
from scipy.optimize import brentq

# Round, rough parameters: argon of a few hundred eV on silicon
current_mA_cm2 = 0.2
flux = current_mA_cm2 * 1e-3 / charge * 1e-14      # ions/(nm^2 s)
atom_density = 50.0                              # atoms/nm^3
omega = 1 / atom_density
atoms_moved = 6.0
step = 0.5                                       # nm per displaced atom
delta = atoms_moved * step
recoil_depth = 1.0                               # path before displacement, nm
yield_normal = 0.3
energy_depth, energy_width = 1.5, 1.0            # nm
film = 3.0                                       # amorphous film, nm
viscosity = 1e9                                  # Pa s
tension = 1.0                                    # N/m
stress = 0.2e9                                   # compressive magnitude, Pa
strength = omega * flux * delta                  # nm^2/s
rad = np.radians


def traced_coefficient(theta, phi=0.0, wavelength=2000.0, slope=1e-3,
                       vertical=False, power=0.0):
    """Smoothing coefficient from ray tracing and explicit atom moves.
    phi is the angle between ripple wavevector and projected beam."""
    k = 2 * np.pi / wavelength
    amp = slope / k
    du, dz = np.sin(theta) * np.cos(phi), -np.cos(theta)

    def height(u):
        return amp * np.cos(k * u)

    def gradient(u):
        return -amp * k * np.sin(k * u)

    start = np.arange(512) * wavelength / 512
    path = np.zeros_like(start)
    for _ in range(40):
        u = start + path * du
        path -= (path * dz - height(u)) / (dz - gradient(u) * du)
    hit = start + path * du
    g = gradient(hit)
    local_cos = (du * g - dz) / np.sqrt(1 + g**2)
    number = atoms_moved * local_cos**power

    def surface_point(distance):
        target_u = hit + distance * du
        target_z = height(hit) + distance * dz
        if vertical:
            return target_u
        u = target_u.copy()
        for _ in range(40):
            gap = height(u) - target_z
            slope_u = gradient(u)
            residual = u - target_u + gap * slope_u
            u -= residual / (1 + slope_u**2 - gap * k**2 * height(u))
        return u

    before = surface_point(recoil_depth)
    after = surface_point(recoil_depth + step)
    change = number * (np.cos(k * after) - np.cos(k * before))
    amp_rate = 2 * omega * flux * np.cos(theta) * np.mean(change)
    return -amp_rate / (amp * k**2)


# Linear coefficients, all azimuths, both sides of 45 degrees
worst = 0.0
for degrees in (0, 20, 40, 45, 50, 60, 75):
    for azimuth in (0, 35, 90):
        t, p = rad(degrees), rad(azimuth)
        formula = strength * (np.cos(2 * t) * np.cos(p)**2
                              + np.cos(t)**2 * np.sin(p)**2)
        worst = max(worst, abs(traced_coefficient(t, p) - formula) / strength)
assert worst < 3e-4, worst
assert traced_coefficient(rad(44)) > 0 > traced_coefficient(rad(46))

# Finite slope: compare first-harmonic rates
theta_test = rad(50)
k_test = 2 * np.pi / 5000
x = np.arange(4096) * 5000 / 4096
amp_test = 0.3 / k_test
hx = -amp_test * k_test * np.sin(k_test * x)
hxx = -amp_test * k_test**2 * np.cos(k_test * x)
height_rate = (strength * np.cos(2 * (theta_test - np.arctan(hx)))
               * hxx / (1 + hx**2))
finite_formula = (-2 * np.mean(height_rate * np.cos(k_test * x))
                  / (amp_test * k_test**2))
finite_traced = traced_coefficient(theta_test, wavelength=5000, slope=0.3)
assert abs(finite_traced - finite_formula) < 2e-3 * strength

# With vertical relaxation only the flux-variation part survives
vertical_traced = traced_coefficient(rad(30), vertical=True)
assert abs(vertical_traced + strength * np.sin(rad(30))**2) < 3e-4 * strength

# Angle-dependent displacement delta*cos(theta)^power
power = 0.5


def current_shape(t):
    return np.cos(t)**(1 + power) * np.sin(t)


for degrees in (25, 50):
    t = rad(degrees)
    derivative = (current_shape(t + 1e-5) - current_shape(t - 1e-5)) / 2e-5
    traced = traced_coefficient(t, power=power)
    assert abs(traced - strength * derivative) < 3e-4 * strength
threshold_power = np.arctan(1 / np.sqrt(1 + power))
threshold_traced = brentq(lambda t: traced_coefficient(t, power=power),
                          0.4, 1.0, xtol=1e-7)
assert abs(threshold_traced - threshold_power) < 5e-4

# Axisymmetric angular spread of the beam
spread = rad(5)
chi = np.linspace(0, rad(29), 1201)
psi = np.arange(64) * 2 * np.pi / 64
weight = np.exp(-chi**2 / (2 * spread**2)) * np.sin(chi)
spread_factor = (np.trapezoid(weight * (3 * np.cos(chi)**2 - 1) / 2, chi)
                 if hasattr(np, "trapezoid") else
                 np.trapz(weight * (3 * np.cos(chi)**2 - 1) / 2, chi))
weight_sum = np.sum((weight[1:] + weight[:-1]) * np.diff(chi) / 2)
spread_factor /= weight_sum
for degrees in (30, 45, 60):
    t = rad(degrees)
    c, s = np.cos(chi)[:, None], np.sin(chi)[:, None]
    dx = c * np.sin(t) + s * np.cos(t) * np.cos(psi)
    dz = -c * np.cos(t) + s * np.sin(t) * np.cos(psi)
    assert np.all(dz < 0)
    values = weight * np.mean(dz**2 - dx**2, axis=1)
    average = np.sum((values[1:] + values[:-1]) * np.diff(chi) / 2)
    average /= weight_sum
    assert abs(average - spread_factor * np.cos(2 * t)) < 1e-10


# Erosion by a Gaussian energy deposit centred energy_depth along the beam
def sputter_yield(t):
    return yield_normal * np.exp((energy_depth * np.sin(t))**2
                                 / (2 * energy_width**2))


def erosion_coefficient(t):
    ratio = (energy_depth * np.sin(t) / energy_width)**2
    bracket = 0.5 * np.cos(t)**2 * (1 + ratio) - np.sin(t)**2
    return -omega * flux * sputter_yield(t) * energy_depth * bracket


def erosion_speed(t, curvature):
    """Erosion speed at the apex of a parabola, by direct quadrature."""
    xx = np.linspace(-15, 15, 6001)
    surface = curvature * xx**2 / 2
    arrivals = np.cos(t) + np.sin(t) * curvature * xx
    distance2 = ((xx + energy_depth * np.sin(t))**2
                 + (surface - energy_depth * np.cos(t))**2)
    deposited = np.sum(arrivals * np.exp(-distance2 / (2 * energy_width**2)))
    reference = np.sum(np.exp(-(xx**2 + energy_depth**2)
                              / (2 * energy_width**2)))
    return omega * flux * yield_normal * deposited / reference


for degrees in (0, 30, 45, 60, 75):
    t = rad(degrees)
    direct = -(erosion_speed(t, 1e-4) - erosion_speed(t, -1e-4)) / 2e-4
    assert abs(direct - erosion_coefficient(t)) < 1e-5
    flat = omega * flux * np.cos(t) * sputter_yield(t)
    assert abs(erosion_speed(t, 0) - flat) < 1e-9
threshold_erosion = brentq(
    lambda t: strength * np.cos(2 * t) + erosion_coefficient(t), 0.5, 1.0)


# Linear Stokes flow in a film whose lower boundary follows the surface
def basis(q, order):
    """Derivatives of cosh q, sinh q, q cosh q, q sinh q."""
    ch, sh = np.cosh(q), np.sinh(q)
    even = order % 2 == 0
    dch, dsh = (ch, sh) if even else (sh, ch)
    previous_ch, previous_sh = (sh, ch) if even else (ch, sh)
    return np.array([dch, dsh, q * dch + order * previous_ch,
                     q * dsh + order * previous_sh])


def film_growth(k, t, surface_tension, film_stress):
    q = k * film
    strain_rate = film_stress / (6 * viscosity)
    shear = 3 * strain_rate * np.sin(2 * t)
    in_plane = -film_stress * np.cos(2 * t)
    matrix = np.array([basis(0, 0), 1j * basis(0, 1),
                       viscosity * (basis(q, 2) + basis(q, 0)),
                       viscosity * (3 * basis(q, 1) - basis(q, 3))])
    # One N/m equals 1e9 Pa nm
    right = np.array([0, -shear, in_plane, -surface_tension * 1e9 * k])
    coefficients = np.linalg.solve(matrix, right.astype(complex))
    return (basis(q, 0) @ coefficients - 1j * k * shear * film).real


capillary = tension * 1e9 * film**3 / (3 * viscosity)     # nm^4/s
stress_strength = stress * film**2 / (2 * viscosity)     # nm^2/s
k_long = 0.01 / film
ratio_capillary = (film_growth(k_long, 0, tension, 0)
                   / (-capillary * k_long**4))
assert abs(ratio_capillary - 1) < 2e-3
for degrees in (20, 60):
    t = rad(degrees)
    expected = -stress_strength * np.cos(2 * t) * k_long**2
    assert abs(film_growth(k_long, t, 0, stress) / expected - 1) < 2e-3

# Smoothing at 30 degrees and wavelength selection at 60 degrees
k100 = 2 * np.pi / 100
decay_time = 1 / (strength * np.cos(rad(60)) * k100**2)
capillary_share = capillary * k100**4 * decay_time
t60 = rad(60)
s60 = strength * np.cos(2 * t60)
wavelength_star = 2 * np.pi * np.sqrt(2 * capillary / abs(s60))
k_star = 2 * np.pi / wavelength_star
rate_star = s60**2 / (4 * capillary)
wavelengths = np.arange(15, 150, 0.1)
ks = 2 * np.pi / wavelengths
simple_growth = -s60 * ks**2 - capillary * ks**4
assert abs(wavelengths[np.argmax(simple_growth)] - wavelength_star) < 0.11
assert abs(np.max(simple_growth) / rate_star - 1) < 1e-4
film_ratio = film_growth(k_star, t60, tension, 0) / (-capillary * k_star**4)
depth_ratio = traced_coefficient(t60, wavelength=wavelength_star) / s60
all_growth = (-(s60 + erosion_coefficient(t60)) * ks**2
              + np.array([film_growth(k, t60, tension, stress) for k in ks]))
best = int(np.argmax(all_growth))
assert 0 < best < len(ks) - 1 and all_growth[best] > 0
erosion_rate60 = omega * flux * np.cos(t60) * sputter_yield(t60)

print(f"Ion current density: {current_mA_cm2:.1f} mA/cm2")
print(f"Ion flux J: {flux:.3f} ions/(nm2 s)")
print(f"Atomic volume Omega: {omega:.3f} nm3")
print(f"Displaced atoms per ion: {atoms_moved:.0f}")
print(f"Displacement per atom: {step:.1f} nm")
print(f"Total displacement delta: {delta:.1f} nm")
print(f"Omega J delta: {strength:.4f} nm2/s = {strength*1e-18:.3e} m2/s")
print("Coefficients in nm2/s: angle, S_x, S_y, S_x of erosion")
for degrees in (0, 30, 45, 60, 75):
    t = rad(degrees)
    sx = strength * np.cos(2 * t) + 0.0
    if abs(sx) < 1e-12:
        sx = 0.0
    print(f"  {degrees:2d} deg: {sx:8.4f} {strength*np.cos(t)**2:8.4f} "
          f"{erosion_coefficient(t):8.4f}")
print(f"Traced S_x at 30 deg: {traced_coefficient(rad(30)):.4f} nm2/s")
print(f"Traced S_x at 60 deg: {traced_coefficient(t60):.4f} nm2/s")
print(f"Largest tracing error / (Omega J delta): {worst:.1e}")
print(f"60 deg, displacement-turning part: "
      f"{strength*np.cos(t60)**2:.4f} nm2/s")
print(f"60 deg, flux-variation part: {-strength*np.sin(t60)**2:.4f} nm2/s")
print(f"30 deg, traced, vertical relaxation: {vertical_traced:.4f} nm2/s")
print(f"50 deg, slope 0.3, traced S: {finite_traced:.4f} nm2/s")
print(f"50 deg, slope 0.3, formula S: {finite_formula:.4f} nm2/s")
print(f"Decay time, 100 nm ripple, 30 deg: {decay_time:.0f} s")
print(f"Viscous / redistribution decay rate there: {capillary_share:.3f}")
print(f"Film thickness: {film:.1f} nm; viscosity: {viscosity:.1e} Pa s")
print(f"Surface tension: {tension:.1f} N/m")
print(f"Viscous coefficient B: {capillary:.2f} nm4/s")
print(f"Selected wavelength at 60 deg: {wavelength_star:.1f} nm")
print(f"Amplitude e-folding time at 60 deg: {1/rate_star:.0f} s")
print(f"Normal-incidence sputter yield: {yield_normal:.2f} atoms/ion")
print(f"Energy depth a: {energy_depth:.1f} nm; width s: {energy_width:.1f} nm")
print(f"Sputter yield at 60 deg: {sputter_yield(t60):.3f} atoms/ion")
print(f"Erosion speed at 60 deg: {erosion_rate60:.4f} nm/s")
print(f"Depth eroded in one e-folding: {erosion_rate60/rate_star:.1f} nm")
print(f"Threshold with erosion: {np.degrees(threshold_erosion):.2f} deg")
print(f"Exponent p for delta ~ cos^p: {power:.1f}")
print(f"Threshold for that delta: {np.degrees(threshold_power):.2f} deg")
print(f"Beam spread parameter: {np.degrees(spread):.0f} deg")
print(f"Factor on cos(2 theta) from spread: {spread_factor:.4f}")
print(f"Film stress magnitude: {stress/1e9:.1f} GPa")
print(f"Stress prefactor of cos(2 theta): {stress_strength:.3f} nm2/s")
print(f"Full / thin-film viscous rate at selected k: {film_ratio:.3f}")
print(f"Recoil path before displacement: {recoil_depth:.1f} nm")
print(f"Traced / long-wave S_x at selected k: {depth_ratio:.4f}")
print(f"60 deg wavelength, erosion+stress+full film: "
      f"{wavelengths[best]:.1f} nm")
print(f"60 deg e-folding time with these: {1/all_growth[best]:.0f} s")
print("no test failed")
```

Printed output:

```
Ion current density: 0.2 mA/cm2
Ion flux J: 12.483 ions/(nm2 s)
Atomic volume Omega: 0.020 nm3
Displaced atoms per ion: 6
Displacement per atom: 0.5 nm
Total displacement delta: 3.0 nm
Omega J delta: 0.7490 nm2/s = 7.490e-19 m2/s
Coefficients in nm2/s: angle, S_x, S_y, S_x of erosion
   0 deg:   0.7490   0.7490  -0.0562
  30 deg:   0.3745   0.5617  -0.0500
  45 deg:   0.0000   0.3745  -0.0062
  60 deg:  -0.3745   0.1872   0.1082
  75 deg:  -0.6486   0.0502   0.2661
Traced S_x at 30 deg: 0.3745 nm2/s
Traced S_x at 60 deg: -0.3745 nm2/s
Largest tracing error / (Omega J delta): 7.5e-06
60 deg, displacement-turning part: 0.1872 nm2/s
60 deg, flux-variation part: -0.5617 nm2/s
30 deg, traced, vertical relaxation: -0.1872 nm2/s
50 deg, slope 0.3, traced S: -0.1219 nm2/s
50 deg, slope 0.3, formula S: -0.1219 nm2/s
Decay time, 100 nm ripple, 30 deg: 676 s
Viscous / redistribution decay rate there: 0.095
Film thickness: 3.0 nm; viscosity: 1.0e+09 Pa s
Surface tension: 1.0 N/m
Viscous coefficient B: 9.00 nm4/s
Selected wavelength at 60 deg: 43.6 nm
Amplitude e-folding time at 60 deg: 257 s
Normal-incidence sputter yield: 0.30 atoms/ion
Energy depth a: 1.5 nm; width s: 1.0 nm
Sputter yield at 60 deg: 0.698 atoms/ion
Erosion speed at 60 deg: 0.0871 nm/s
Depth eroded in one e-folding: 22.4 nm
Threshold with erosion: 44.71 deg
Exponent p for delta ~ cos^p: 0.5
Threshold for that delta: 39.23 deg
Beam spread parameter: 5 deg
Factor on cos(2 theta) from spread: 0.9774
Film stress magnitude: 0.2 GPa
Stress prefactor of cos(2 theta): 0.900 nm2/s
Full / thin-film viscous rate at selected k: 0.749
Recoil path before displacement: 1.0 nm
Traced / long-wave S_x at selected k: 0.9815
60 deg wavelength, erosion+stress+full film: 28.9 nm
60 deg e-folding time with these: 82 s
no test failed
```
